# Why reflectance anisotropy repeats every two monolayers on growing Si(001)

Q: I grow silicon on a single-domain Si(001) surface and watch the reflectance anisotropy at normal incidence. One full oscillation corresponds to two deposited atomic layers. Why not one, if every layer is completed in the same way?

A: Let us fix the quantity first. Take $x$ along $[110]$ and $y$ along $[1\bar10]$, and define

$$S=\frac{2(r_x-r_y)}{r_x+r_y},$$

where $r_x,r_y$ are the complex reflection amplitudes for the two polarisations. One monolayer (ML) means one atomic plane, of thickness $a/4=0.1358$ nm. A completed plane does look like the one before it, but turned by ninety degrees. Step density cannot sense that turn, whereas $S$ compares two directions fixed in the laboratory.

Q: Where does the turn come from?

A: From the bonds. Measure atomic positions along the cubic axes in units of $a/4$ and call them $(u,v,w)$. Diamond has two kinds of site: all coordinates even with $u+v+w\equiv0$ modulo 4, or all odd with $u+v+w\equiv3$ modulo 4.

Start from the even site $(0,0,0)$. A neighbour in the plane above is $(\pm1,\pm1,1)$, with sum 3 modulo 4. The choices $(1,1,1)$ and $(-1,-1,1)$ qualify, with sums 3 and $-1\equiv3$; the other two have sum 1 and do not. The two upward bonds therefore lean along $[110]$.

Now start from $(1,1,1)$. Its upper neighbour $(1+i,1+j,2)$, with $i,j=\pm1$, needs $4+i+j\equiv0$, so $j=-i$. These bonds lean along $[1\bar10]$.

At a surface the upward bonds are broken. The atom at $(0,0,0)$ and its neighbour at $(2,2,0)$ both point to the missing atom at $(1,1,1)$, so they can lean together and form a dimer. The neighbour across, at $(2,-2,0)$, shares no missing atom with the first. The dimer axis thus follows the broken bonds and turns on every plane.

Q: But light also sees back bonds and local fields. Must they follow the dimers?

A: Yes, because the crystal has a symmetry that carries everything along:

$$G:\ (u,v,w)\to(-v+1,\;u+1,\;w+1).$$

It is a quarter turn about the surface normal combined with a shift that raises the surface by one plane. To check it, write the new sum as

$$-v+u+w+3=(u+v+w)-2v+3 .$$

For an even site, $2v\equiv0$ modulo 4, so the new sum is $0+3=3$ and the new coordinates are odd. For an odd site, $2v\equiv2$, so the new sum is $3-2+3=4\equiv0$ and the coordinates are even. Each site lands on a site.

Let $\Theta$ be the deposited amount in ML. In ideal layer-by-layer growth the surface at $\Theta+1$ is the image under $G$ of the surface at $\Theta$, with islands and their edges included, in the statistical sense that matters for a large light spot. The turn exchanges $r_x$ and $r_y$. The rise multiplies both by the same phase, which cancels in the ratio. Hence

$$S(\Theta+1)=\frac{2(r_y-r_x)}{r_y+r_x}=-S(\Theta),\qquad S(\Theta+2)=S(\Theta).$$

The bulk adds no anisotropy of its own: its dielectric tensor is unchanged by the quarter turn, so its $xx$ and $yy$ components are equal.

Q: So would an undimerised surface also give two monolayers?

A: By this symmetry, yes, provided it has a nonzero anisotropy. Dimers carry part of the signal, and their turning is needed for the reversal when they are present.

A small classical model shows both points. Each atom is a static point dipole with a chosen polarisability volume of 0.0015 nm³, coupled to all the others in a slab periodic in the plane. Dimers are symmetric, with a bond length of 0.235 nm, and are kept at the bulk height of their plane; other atoms stay at bulk positions. The bulk dielectric constant of this model is only about 2.4. The model tests symmetry and does not predict silicon's spectrum. Its anisotropy is expressed as $\Delta\varepsilon\,d$, dielectric anisotropy times thickness.

An undimerised 12-layer slab has two equal faces and gives 0.1637 nm, so its bottom face gives 0.0819 nm. The 11-layer slab gives zero, so its top face must give $-0.0819$ nm. The bare top face therefore changes sign between 11 and 12 layers.

With dimers on top, and the same bottom contribution subtracted, the top face gives

| Layers | $\Delta\varepsilon\,d$ of top face (nm) |
|---|---:|
| 11 | $+0.0252$ |
| 12 | $-0.0252$ |
| 13 | $+0.0252$ |

Dimerisation shifts the 11-layer value from $-0.0819$ to $+0.0252$ nm, so in this geometry it opposes the anisotropy of the bare termination. That it also changes the sign depends on the dimer height: lowering the dimer atoms by 0.022 nm, so that their back bonds keep the bulk length, gives about $-0.017$ nm instead. If the dimers on the twelfth layer are forced to keep the direction of the eleventh, the result is $+0.1436$ nm and the reversal is lost.

Q: How large a reflectance signal does such a surface layer produce?

A: Treat it as a thin polarisable sheet on a substrate of dielectric constant $\varepsilon_b=N^2$. Use the time factor $e^{-i\omega t}$ and $k=2\pi/\lambda$. For one polarisation let $\eta$ be the sheet's excess dielectric response times its thickness. To leading order in thickness, the tangential electric field is the same on both sides, so $t=1+r$. The magnetic field jumps by the sheet's polarisation current:

$$(1-r)-Nt=-ik\eta\,t .$$

Inserting $t=1+r$ and collecting $r$ gives

$$r=\frac{1-N+ik\eta}{1+N-ik\eta}.$$

The numerator has derivative $ik$ and the denominator $-ik$. At $\eta=0$ the quotient rule gives

$$\frac{dr}{d\eta}=\frac{ik[(1+N)+(1-N)]}{(1+N)^2}=\frac{2ik}{(1+N)^2}.$$

Divide by the bare reflection $r_0=(1-N)/(1+N)$ and use $(1+N)(1-N)=1-\varepsilon_b$. With $\eta_x-\eta_y=\Delta\varepsilon\,d$, the signal of a complete surface is

$$A=-\frac{2ik\,\Delta\varepsilon\,d}{\varepsilon_b-1}.$$

For an example at 2.5 eV, $\lambda=495.9$ nm and $k=0.01267$ nm⁻¹. I choose $\varepsilon_b=19+i$ as a rough value for silicon (at 800 K it is nearer $21+2i$), with $d=0.5$ nm and $\Delta\varepsilon=1+3i$ for the surface sheet. Then

$$A=-\frac{2i(0.01267)(0.5+1.5i)}{18+i}=(2.07-0.82i)\times10^{-3}.$$

A film of finite thickness with mean dielectric constant $15+5i$, solved with all internal reflections, gives $(2.05-0.78i)\times10^{-3}$. The thin-sheet error is 2.1% of the finite-film magnitude. I use the finite-film $A$ below.

Q: What happens while a layer is only partly filled?

A: Let $c_n$ be the exposed fraction of level $n$. Suppose the terraces are much wider than a dimer, so that edges matter little, and much smaller than the wavelength, so that their reflected amplitudes add in the specular beam. Even levels have $r_{x,y}=\bar r(1\pm A/2)$ and odd levels have the signs exchanged. A surface one level higher has a shorter optical path, which gives a factor $e^{-i\phi}$ with $\phi=2k(a/4)=3.44\times10^{-3}$. Adding the amplitudes,

$$S=A\,\frac{\sum_n(-1)^nc_ne^{-in\phi}}{\sum_nc_ne^{-in\phi}}\simeq A\sum_n(-1)^nc_n ,$$

where the last form neglects $\phi$ and uses $\sum_nc_n=1$. If level $m$ is covered to a fraction $\theta$ by level $m+1$, then $c_m=1-\theta$, $c_{m+1}=\theta$ and

$$S=(-1)^mA(1-2\theta).$$

This is a triangular wave. The real part of $S$ starts at $2.05\times10^{-3}$, is close to zero at half a layer, reaches $-2.05\times10^{-3}$ at one layer and returns after two.

Within this law the small remainder at half filling comes from the height phase; on a real surface the neglected edge and island-shape terms, a few per cent of $|A|$ for elongated islands 20 nm apart, are larger. With $c_0=c_1=1/2$ the ratio is $(1-e^{-i\phi})/(1+e^{-i\phi})=i\tan(\phi/2)$, of size $1.72\times10^{-3}$. This equals the largest deviation from the triangular law, relative to $|A|$, in a simulated run that filled a 64 by 64 grid one layer at a time. In that run $S$ had a period of 2 ML and the step density a period of 1 ML.

Q: Is the zero at half coverage a reliable marker, then?

A: Less so than the reversal. Symmetry relates half a layer to one and a half layers; it does not make either signal vanish. In the dipole model, with a half-filled top layer in which every second dimer along each row is removed, leaving lines one atom wide along the dimer axis, the top face gives $-0.0696$ nm for layer 12 and $+0.0696$ nm for layer 13. The sign reverses, but neither value is zero. The plane exposed between those lines was left undimerised, so this is a severe case; wider islands with a dimerised gap give a much smaller value.

Q: Can I recognise the reversal in a Fourier transform of my trace?

A: Yes. For harmonic $j$ of the 2 ML period, split the integral into two halves and shift the second by one layer:

$$\int_0^2S\,e^{-i\pi j\Theta}d\Theta=[1-(-1)^j]\int_0^1S\,e^{-i\pi j\Theta}d\Theta .$$

The bracket combines the sign change of $S$ with the factor $e^{-i\pi j}=(-1)^j$. Even harmonics vanish whatever the shape within a layer. For the triangular wave the cosine coefficient relative to $A$ is

$$a_j=2\int_0^1(1-2\Theta)\cos(\pi j\Theta)\,d\Theta .$$

The constant term integrates to zero. Integration by parts gives $\int_0^1\Theta\cos(\pi j\Theta)d\Theta=[(-1)^j-1]/(\pi j)^2$, so

$$a_j=\frac{4[1-(-1)^j]}{\pi^2j^2},$$

or $8/(\pi^2j^2)$ for odd $j$. The simulated trace gives 0.811, 0.000 and 0.091 for the first three harmonics.

Two cautions follow from the same relation. If you record $|S|$, the sign is lost and the trace repeats every 1 ML. If a constant instrumental offset $S_0$ is present, $[S(\Theta)+S(\Theta+1)]/2$ returns $S_0$, and half the difference returns the growth signal.

Q: When would I see no oscillation at all?

A: The reversal is lost whenever the balance between even and odd levels stops alternating. Steady step flow keeps the exposed fractions fixed, so $S$ is steady. Growth by double layers makes two quarter turns at a time, so completed surfaces all have the same sign, though island edges can still leave a ripple while each double layer fills.

Random deposition without transport between levels is another case. Each site then receives a Poisson number of atoms, $c_n=e^{-\Theta}\Theta^n/n!$, and

$$\frac SA=e^{-\Theta}\sum_n\frac{(-\Theta)^n}{n!}=e^{-2\Theta}.$$

In this estimate the signal decays without changing sign and is down to 0.135 of its initial value after 1 ML. The estimate keeps the law for wide terraces, whereas deposition at random single sites leaves steps almost everywhere. It therefore shows how the balance between levels is lost, and is not a prediction of the measured signal. A starting surface with domain fractions $f$ and $1-f$, both growing layer by layer, keeps the period but has amplitude $(2f-1)A$. In this model equal domains give no signal. On a miscut surface the two kinds of single step take up adatoms at different rates, so growth itself can unbalance the domains.

Q: What does this mean for the growth rate I read off?

A: At 0.10 ML/s the anisotropy period is $2/0.10=20$ s, and the step-density period is 10 s. The rate is $0.10\times0.1358\times60=0.815$ nm/min. Reading one anisotropy period as one monolayer would give $1/20=0.050$ ML/s, half the true rate.

Q: How close is this example to a real growth run?

A: The temperature of 800 K, the rate and a signal of order $10^{-3}$ are meant as rough typical values; the sheet parameters were chosen to give that signal. Raising $\varepsilon_b$ by 2, with the sheet held fixed, lowers $|A|$ by 10%. Thermal expansion, taken roughly as $4\times10^{-6}$ per kelvin, changes the layer thickness by 0.2%. With long parallel islands 20 nm apart, two edge strips of 0.77 nm per spacing cover 7.7% of the surface, while square islands at the same spacing and half coverage have about 11%. Such strips can reshape the curve within a layer but still reverse with it. Steps from a fixed miscut need not reverse. At 0.2°, on a surface specially prepared with double-height steps, one such strip per 78 nm terrace covers about 1%, so an offset near 1% of $A$ is a reasonable estimate if the strip's anisotropy is comparable to that of the terrace.

The preparation matters. At so small a miscut, silicon usually has single-height steps, which separate terraces of opposite domains and weaken the signal. Double-height steps are usual at a miscut of several degrees, but at 4° the terraces are only 3.9 nm wide and the strip covers about 20%. Islands 20 nm apart do not fit on such terraces, so growth tends towards step flow and the oscillation may be lost. The 20 nm spacing is itself an assumed value, near the lower end of what nucleation theory allows at 800 K and 0.1 ML/s. If the true spacing approaches the terrace width, step flow can set in at 0.2° as well, and wider terraces or a lower temperature are needed.

Real runs also depart from uniform filling. If $\Theta$ is spread evenly over $\pm\delta$ across the light spot, with $\delta\le1$, a peak becomes

$$\frac1{2\delta}\int_{-\delta}^{\delta}(1-2|s|)\,ds=1-\delta .$$

A rate variation of $\pm1\%$ gives $\delta=0.2$ after 20 ML and leaves 80% of the ideal peak. In chemical vapour deposition, adsorbed hydrogen may change $A$. If its coverage is steady and the dimers remain, the symmetry argument and the two-layer period still hold. The numerical output below lists the main values used here.

## Computed values

```
lattice parameter a = 0.5431 nm; one ML a/4 = 0.1358 nm
1x1 surface cell side = 0.3840 nm; bond = 0.2352 nm
atoms per ML = 6.781e+14 cm^-2
dimer axis, levels 0-5: [110], [1-10], [110], [1-10], [110], [1-10]
DIPOLE SLABS (static symmetry model), delta_eps*d in nm
chosen atomic polarisability volume = 0.0015 nm^3
largest coupling eigenvalue (stable below 1) = 0.688
undimerised slab, 11 layers: 0.00e+00 nm
undimerised slab, 12 layers: 0.16374 nm
bottom face alone: 0.08187 nm
dimerised top face, 11 layers: 0.02516 nm
dimerised top face, 12 layers: -0.02516 nm
dimerised top face, 13 layers: 0.02516 nm
top face, layer 12 half filled: -0.06962 nm
top face, layer 13 half filled: 0.06962 nm
12 layers, dimers forced not to turn: 0.14356 nm
OPTICS
photon energy = 2.50 eV; wavelength = 495.9 nm
k = 0.01267 nm^-1; sheet thickness = 0.50 nm
eps_bulk = (19+1j); eps_sheet = (15+5j); delta_eps = (1+3j)
A, thin-sheet formula = 2.066-0.819j x 1e-3
A, exact film = 2.051-0.776j x 1e-3
thin-sheet relative error = 2.06 %
GROWTH RUN
Theta = 0.00 ML: Re S = +2.051 x 1e-3
Theta = 0.25 ML: Re S = +1.027 x 1e-3
Theta = 0.50 ML: Re S = +0.001 x 1e-3
Theta = 0.75 ML: Re S = -1.025 x 1e-3
Theta = 1.00 ML: Re S = -2.051 x 1e-3
Theta = 1.50 ML: Re S = -0.001 x 1e-3
Theta = 2.00 ML: Re S = +2.051 x 1e-3
largest deviation from triangular law / |A| = 1.72e-03
RA period = 2.0 ML; step-density period = 1.0 ML
harmonics 1, 2, 3 of the 2 ML period, relative to Re A: 0.8112, 0.0000, 0.0907
random deposition, 0.5 ML: S/A = 0.370; exp(-2 Theta) = 0.368
random deposition, 1.0 ML: S/A = 0.134; exp(-2 Theta) = 0.135
EXAMPLE AND NEGLECTED EFFECTS
T = 800 K; rate = 0.10 ML/s = 0.815 nm/min
RA period = 20.0 s; step-density period = 10.0 s
rate if one RA period is misread as 1 ML = 0.050 ML/s
height phase between adjacent levels 2k(a/4) = 3.44e-03 rad
island spacing = 20 nm; spacing/wavelength = 0.040
edge strip = 0.768 nm; two strips per spacing cover 7.7 %
miscut = 0.2 deg; double-step spacing = 77.8 nm; edge share = 0.99 %
rate spread +-1 % at 20 ML: peak left = 0.800 of ideal
thermal expansion from 300 K (rough 4e-6/K) = 0.20 %
change of |A| if eps_bulk is larger by 2 = -10.0 %
```
